# Comment on using graphite as the carbon-rich limit in oxides

**The argument under review.** The manuscript computes formation energies of carbon defects in an oxide MO\(_2\). It reasons as follows. "Graphite is the stable form of carbon, so the carbon-rich limit is the energy per atom of graphite. Oxygen-rich conditions are set by O\(_2\). We combine the two and find that carbon on the metal site is easiest to form under oxygen-rich, carbon-rich conditions."

The first sentence is sound for carbon alone. The question is whether its limit can be reached while the oxide is also in equilibrium with oxygen, and, if it cannot, what replaces it. My comments assume full equilibrium until I say otherwise.

## 1. What limits a chemical potential

Let \(E_{\min}(N_M,N_O,N_C)\) be the lowest energy of any mixture of phases containing the given numbers of atoms at zero temperature. The chemical potentials are its derivatives, \(\mu_i=\partial E_{\min}/\partial N_i\). Where fewer phases are present than there are elements, \(E_{\min}\) has a kink and the one-sided derivatives differ. The potentials may then be the slopes of any plane that touches \(E_{\min}\) from below at that composition, and the conditions below hold for each such plane. For MO\(_2\) with a little graphite in the model of Section 4, the one-sided slopes in \(N_O\) are the two edges of the graphite window.

Take a phase with \(n_i\) atoms of element \(i\) and energy \(E_{\rm ph}\) per formula unit. Remove the atoms for a small number \(\epsilon\) of formula units from the system and build the phase from them. The result is one permitted mixture of the original atoms, so it cannot lie below the minimum:
\[
E_{\min}(N_i-\epsilon n_i)+\epsilon E_{\rm ph}\ \ge\ E_{\min}(N_i).
\]
To first order in \(\epsilon\), the first term is \(E_{\min}(N_i)-\epsilon\sum_i n_i\mu_i\). Hence
\[
\sum_i n_i\mu_i\le E_{\rm ph}.
\]
If the phase is present, \(\epsilon\) may also be negative, and the inequality becomes an equality. Every possible phase supplies such a condition, including phases that contain no host metal.

I measure energies from the elements and write
\[
y=\mu_C-E({\rm graphite}),\qquad x=\mu_O-\tfrac12E({\rm O_2}),\qquad z=\mu_M-E({\rm metal}),
\]
with graphite and metal taken per atom and O\(_2\) as an isolated molecule. Let \(h_1\) and \(h_2\) be the formation energies of CO and CO\(_2\) per molecule, negative when heat is released. Then graphite, CO and CO\(_2\) require
\[
y\le0,\qquad y+x\le h_1,\qquad y+2x\le h_2 .
\]
The manuscript imposes the first condition and omits the other two. At the oxygen-rich limit, \(x=0\), the third reads \(y\le h_2\). Since carbon burns, \(h_2<0\), and the point \(x=y=0\) is forbidden.

## 2. Where each phase takes over

The CO\(_2\) line \(y=h_2-2x\) meets the graphite line \(y=0\) at \(x=h_2/2\). For larger \(x\), CO\(_2\) is the stricter of the two.

CO would set the limit if its line lay below both others. That needs \(h_1-x<0\), or \(x>h_1\), and also \(h_1-x<h_2-2x\), or \(x<h_2-h_1\). Both can hold only if \(h_1<h_2-h_1\), that is, \(h_1<h_2/2\). Otherwise CO plays no part at zero temperature.

There is a direct way to see why "graphite present" and "oxygen-rich" exclude each other. If graphite and CO\(_2\) coexist, both equalities hold, and \(y=0\) gives \(x=h_2/2\). Oxygen added to surplus carbon is consumed as CO\(_2\). Its chemical potential cannot rise until the graphite is gone.

## 3. The size of the bound

The number needed is \(h_2=E({\rm CO_2})-E({\rm O_2})-E_C\), where \(E_C\) is the energy per atom of elemental carbon. I estimate \(E_C\) from alkanes:
\[
E_C\approx 2E({\rm C_2H_6})-3E({\rm CH_4})+b,
\]
\[
b=E({\rm C_5H_{12}})-4E({\rm C_2H_6})+3E({\rm CH_4}),
\]
where C\(_5\)H\(_{12}\) is neopentane. Without \(b\), the first expression contains \(4-3=1\) carbon atom, \(12-12=0\) hydrogen atoms, two C–C bonds and no net C–H bonds. An atom in diamond likewise owns four half-bonds. The term \(b\) contains no net atoms and no net bonds. It supplies the energy gained when four C–C bonds meet at one carbon.

This is therefore a model of diamond carbon. Diamond lies only a few hundredths of an eV per atom above graphite, a rough figure that is small beside the errors below.

With second-order perturbation theory (MP2) in the def2-TZVP basis, and \(b=-0.55\) eV from def2-SVP, the result is
\[
h_2=-4.25\ {\rm eV}\quad(-410\ {\rm kJ/mol}),\qquad h_1=-1.03\ {\rm eV}.
\]
Going from def2-SVP to def2-TZVP, with \(b\) held fixed, moved \(h_2\) by \(-0.12\) eV. Lengthening the bonds of CO\(_2\) and O\(_2\) by 0.01 Å moves it by about +0.01 eV (0.007 eV in def2-SVP, 0.012 eV in def2-TZVP); the alkane geometries were not varied. The choice of method matters more: spin-component-scaled MP2 gives \(-4.56\) eV and Hartree–Fock gives \(-4.00\) eV. The basis is not converged: the step from def2-SVP to def2-TZVP moved \(h_1\) by \(-0.08\) eV, and \(b\), evaluated only in small bases, changes by 0.02 eV between def2-SVP and 6-31G(d). Higher correlation is left out. The calculation thus supports "roughly 4 eV below graphite", with an uncertainty of a few tenths of an eV. I carry \(-4.25\) eV forward so that the arithmetic can be followed.

CO\(_2\) takes over from graphite at \(x=-4.25/2=-2.13\) eV, before rounding of the input. There the CO line stands at \(y=-1.03+2.13=+1.10\) eV, above the graphite limit, so CO does not bind.

"Zero temperature" here means isolated molecules at rest. Freezing CO\(_2\) and O\(_2\) into solids would lower the bound by roughly 0.2 eV, judging from their sublimation energies. Zero-point motion, estimated from rough vibrational quanta, raises it by about 0.04 eV.

## 4. The host adds limits of its own

In equilibrium with MO\(_2\), of formation energy \(H_{\rm ox}\), the metal potential is not free: \(z+2x=H_{\rm ox}\), so \(z=H_{\rm ox}-2x\). A carbide MC of formation energy \(H_{\rm MC}\) requires \(z+y\le H_{\rm MC}\), which becomes
\[
y\le H_{\rm MC}-H_{\rm ox}+2x .
\]
This limit falls as oxygen is removed, because the metal becomes more available. Graphite therefore sets the carbon-rich limit in a window:
\[
\frac{H_{\rm ox}-H_{\rm MC}}2<x<\frac{h_2}{2}.
\]
For the round values \(H_{\rm ox}=-10\) eV and \(H_{\rm MC}=-2\) eV, the window runs from \(-4.00\) to \(-2.13\) eV. The model oxide itself exists from \(x=H_{\rm ox}/2=-5\) eV to \(x=0\). The manuscript's reference is correct inside the window and too high on both sides of it. For a more weakly bound oxide the window can be empty: with \(H_{\rm ox}=-6\) eV and the same carbide, the lower edge is \(-2.00\) eV, above \(h_2/2\), and graphite never sets the limit. The same holds for any dioxide with \(H_{\rm ox}>h_2\).

A basic host can lower the oxygen-rich bound further. Take an oxide MO that absorbs CO\(_2\) to form MCO\(_3\), with reaction energy \(w<0\). The carbonate requires
\[
z+y+3x\le H_{\rm MO}+h_2+w .
\]
Substituting \(z=H_{\rm MO}-x\) removes \(H_{\rm MO}\) and leaves
\[
y\le h_2+w-2x .
\]
With \(w=-1\) eV, roughly the size for magnesium oxide, the bound at \(x=0\) is \(-5.25\) eV. The CO\(_2\) value is thus an upper bound for oxides in general, and the actual limit only where no other compound is stricter.

## 5. The trend in the defect energies

The manuscript's main conclusion concerns carbon on the metal site, C\(_M\). For a neutral defect, a carbon atom is taken from its reservoir and a metal atom is returned to its own:
\[
E(C_M)=A-y+z=A-y+H_{\rm ox}-2x .
\]
Here \(A\) is the formation energy with both reservoirs at their elemental references. For carbon on the oxygen site,
\[
E(C_O)=B-y+x .
\]
If graphite is assumed throughout, \(y=0\), and \(E(C_M)\) falls by 2 eV for each 1 eV rise in \(x\). That is the manuscript's trend. On the CO\(_2\) line, however, \(y=h_2-2x\), and
\[
E(C_M)=A-h_2+2x+H_{\rm ox}-2x=A+H_{\rm ox}-h_2 .
\]
The oxygen potential has cancelled. The reason is the reaction being described: CO\(_2\) delivers one carbon atom and two oxygen atoms, and the displaced metal atom needs exactly those two oxygen atoms to form new MO\(_2\). No oxygen is exchanged with the surroundings.

The cancellation belongs to this stoichiometry. For a host MO\(_n\), \(z=H_{\rm ox}-nx\), and the slope on the CO\(_2\) line is \(2-n\). For \(n=1\), more oxygen makes C\(_M\) harder to form, the reverse of the graphite-based trend.

For C\(_O\) the CO\(_2\) line gives
\[
E(C_O)=B-h_2+3x,
\]
a slope of 3, where the graphite reference gives 1.

With the round model constants \(A=12\) eV and \(B=6\) eV, the zero-temperature values in eV are:

| \(x\) | highest \(y\) | \(C_M\) | \(C_O\) | \(C_M\), \(y=0\) | \(C_O\), \(y=0\) |
|---|---|---|---|---|---|
| 0.00 | −4.25 | 6.25 | 10.25 | 2.00 | 6.00 |
| −1.00 | −2.25 | 6.25 | 7.25 | 4.00 | 5.00 |
| −2.13 | 0.00 | 6.25 | 3.87 | 6.25 | 3.87 |
| −3.00 | 0.00 | 8.00 | 3.00 | 8.00 | 3.00 |
| −4.00 | 0.00 | 10.00 | 2.00 | 10.00 | 2.00 |
| −4.50 | −1.00 | 12.00 | 2.50 | 11.00 | 1.50 |

In the first row, \(12-10+4.25=6.25\) eV replaces the manuscript's \(12-10=2.00\) eV. The supposed optimum at the oxygen-rich end is gone: C\(_M\) has a flat minimum all along the CO\(_2\) line. C\(_O\) is cheapest at \(x=-4\) eV, where graphite gives way to carbide. Beyond that point its energy rises again, because \(y\) falls by 2 eV for each 1 eV drop in \(x\).

These formulas can be tested against the definition in Section 1. I minimized the total energy over the amounts of M, O\(_2\), graphite, CO, CO\(_2\), MO\(_2\) and MC, with atoms in the ratio M:O:C = 1:10:0.1 and the energy of the O\(_2\) reservoir set to \(2x\). At seven values of \(x\) between \(-4.7\) and \(-0.05\) eV, the derivatives reproduced the bound and both defect energies to within \(10^{-12}\) eV. With O\(_2\) at its reference energy and surplus carbon, 1:3:2, the same minimization gave \(x=-2.13\) eV and \(y=0\), the pinning derived in Section 2.

For a charged defect, the energy of the exchanged electrons is added. At a fixed charge and Fermi level it does not alter the corrections above.

## 6. Does the bound survive an anneal?

The authors may reply that samples are annealed hot, where entropy lowers the free energy of O\(_2\) or CO\(_2\) gas by more than 2 eV per molecule at 1000 K and ordinary pressures. Let \(g\) be the thermal and zero-point part of the free energy, per molecule for a gas at its partial pressure and per atom for solid carbon. Equilibrium with CO\(_2\) and O\(_2\) gas gives
\[
\mu_C+2\mu_O=E({\rm CO_2})+g({\rm CO_2}),\qquad 2\mu_O=E({\rm O_2})+g({\rm O_2}).
\]
Subtract the second equation from the first, and then subtract the free energy of graphite at the same temperature, \(E_C+g(C)\). The carbon potential relative to hot graphite is
\[
y_T=h_2+g({\rm CO_2})-g({\rm O_2})-g(C).
\]
One gas molecule is consumed for each one produced, so the large terms enter with opposite signs. For ideal gases at 1000 K, each at 160 Torr, \(g({\rm CO_2})=-2.175\) eV and \(g({\rm O_2})=-2.232\) eV, while \(g(C)=0.050\) eV. Their sum in \(y_T\) is \(-2.175+2.232-0.050=+0.007\) eV, and the bound stays at \(-4.25\) eV to the digits quoted. The last digits of this sum are not meaningful, since the vibrational inputs are rough: errors of 5% in the gas quanta alone change it by about 0.02 eV if all have the same sign, and by about 0.03 eV if those of CO\(_2\) and O\(_2\) have opposite signs.

Air contains far less CO\(_2\) than O\(_2\). With rough pressures of 0.3 and 160 Torr, the bound shifts by
\[
kT\ln\frac{p({\rm CO_2})}{p({\rm O_2})}=0.0862\ln\frac{0.3}{160}=-0.54\ {\rm eV},
\]
which gives \(y_T=-4.79\) eV. Heating in air has not rescued the graphite reference.

A half-correction would mislead here. Putting the hot oxygen value \(2x=-2.23\) eV into the zero-temperature line gives \(y=-4.25+2.23=-2.02\) eV, because the entropy of O\(_2\) is counted and that of CO\(_2\) is not. The gas terms must be included for both molecules, each at its own pressure. Leaving out both gives \(-4.25\) eV, which at 1000 K is close when the two pressures are similar but 0.54 eV too high for this air.

In the dilute limit, the concentration of a defect containing one carbon atom varies as \(e^{\mu_C/kT}\) when all else is held fixed. The graphite reference therefore overestimates it, relative to equilibrium with this air, by
\[
e^{4.79/0.0862}\approx10^{24}.
\]
Since an error of 0.2 eV in \(h_2\) changes the exponent of ten by about one, only the magnitude is meaningful.

Conversely, one may ask when graphite could coexist with 760 Torr of CO\(_2\) at 1000 K. With \(h_2=-4.25\) eV, setting \(y_T=0\) requires an O\(_2\) pressure of about \(10^{-18.5}\) Torr, uncertain by one or two powers of ten. Such conditions are strongly reducing.

CO needs attention under those conditions. At the corner where graphite and CO\(_2\) coexist, the oxygen potential relative to \(\tfrac12E({\rm O_2})\) is \([h_2+g({\rm CO_2})-g(C)]/2\). CO enters when \(h_1+g({\rm CO})-g(C)\) is smaller than this. Multiplying by two and collecting terms gives
\[
2[h_1+g({\rm CO})]<h_2+g({\rm CO_2})+g(C).
\]
Two gas molecules now replace one, so heat favours CO. With both gases at 760 Torr the crossover is at 1123 K with MP2 energies and 913 K with the scaled variant, and raising \(h_1\) by 0.08 eV, the size of its basis shift in Section 3, would move the MP2 value to about 1200 K. The crossover is therefore uncertain by a few hundred kelvin. In the air anneal CO adds no separate limit. At 0.3 Torr of CO its line would stand at \(-2.62\) eV, above \(-4.79\) eV, but such a gas is not in equilibrium with the oxygen around it: the CO would burn. At equilibrium its pressure is lower by a factor of \(e^{2.17/0.0862}\approx10^{11}\) with these MP2 energies, and the CO and CO\(_2\) limits coincide. An error of 0.3 eV in \(h_2-h_1\) would change that exponent of ten by about 1.5.

## 7. What this means for a real oxide

The values of \(H_{\rm ox}\) and \(H_{\rm MC}\) are in the rough range of titanium dioxide and titanium carbide; \(A\) and \(B\) are round numbers and describe no particular material. The model omits the reduced titanium oxides, which replace the dioxide before \(x\) reaches \(-5\) eV. The carbide branch, and with it the minimum of C\(_O\) at \(x=-4\) eV, may therefore be out of reach in the real system. The CO\(_2\) branch is unaffected by that omission.

The assumption most likely to fail in processing is equilibrium with the gas. Carbon left by a precursor, or implanted, can remain trapped because it cannot reach a surface and burn. Its concentration is then set by supply and transport, and may exceed the equilibrium value by many orders of magnitude. In that case the carbon potential can lie anywhere up to the graphite value, 4.79 eV above the air limit, or higher still if graphite fails to nucleate. Finding carbon in an oxide annealed in air would therefore not contradict the bound, nor would it justify the graphite reference in an equilibrium formula.

## Requested changes

The authors should add the CO\(_2\) and CO conditions, together with every stable carbide and carbonate of the host, and plot the defect energies along the resulting boundary. The graphite value may be kept for the window in which graphite is stable. If the intended case is trapped carbon, the manuscript should say so and give the carbon content as an input. The claim that oxygen-rich, graphite-limited conditions favour C\(_M\) should be withdrawn, since no equilibrium state meets both conditions. The main computed values are listed in the numerical output.

## Table of computed values

```
Bond lengths CO2, O2, CO: 1.17, 1.22, 1.14 angstrom
Bond lengths CH, CC ethane, CC neopentane: 1.095, 1.53, 1.54 angstrom
Branching energy b, MP2/def2-SVP: -0.550 eV
  change of b in the 6-31G* basis: +0.020 eV
H(CO2), MP2/def2-TZVP: -4.25 eV = -410 kJ/mol
H(CO), MP2/def2-TZVP: -1.03 eV
H(CO2), def2-SVP: -4.13 eV; TZVP minus SVP: -0.12 eV
H(CO), TZVP minus SVP: -0.08 eV
H(CO2), shift without density fitting (b held): +0.0017 eV
H(CO2), shift for CO2 and O2 bonds +0.01 angstrom: +0.007 eV
H(CO2), scaled MP2 and Hartree-Fock: -4.56, -4.00 eV
H(CO), scaled MP2 and Hartree-Fock: -1.38, -1.56 eV
Model oxide H(MO2), H(MC): -10.0, -2.0 eV
Model defect constants A, B: 12.0, 6.0 eV
Graphite window in muO: -4.00 to -2.13 eV
CO line at the CO2-graphite corner: +1.10 eV
Pinned muO, muC with surplus carbon: -2.13, 0.00 eV
muO | muC bound | C_M | C_O | C_M graphite ref | C_O graphite ref (eV)
  0.00  -4.25   6.25  10.25   2.00   6.00
 -1.00  -2.25   6.25   7.25   4.00   5.00
 -2.13   0.00   6.25   3.87   6.25   3.87
 -3.00   0.00   8.00   3.00   8.00   3.00
 -4.00   0.00  10.00   2.00  10.00   2.00
 -4.50  -1.00  12.00   2.50  11.00   1.50
Largest deviation, linear program vs formulas: 4.0e-13 eV
Carbonate host H(MO), carbonation energy: -6.0, -1.0 eV
Carbonate host, muC bound at muO = 0: -5.25 eV
Rough quanta O2, CO2, CO: (0.2,), (0.08, 0.08, 0.17, 0.29), (0.27,) eV
Rough top quanta of solid carbon: (0.2, 0.2, 0.1) eV
Zero-point shift of H(CO2): +0.043 eV
Anneal: T = 1000 K, kT = 0.0862 eV, O2 160.0 Torr, CO2 0.3 Torr
g(O2) at 160.0 Torr: -2.232 eV
g(CO2) at 160.0 Torr: -2.175 eV
g(CO2) at 0.3 Torr: -2.716 eV
g(solid carbon): 0.050 eV
Bound from graphite at T, equal pressures: -4.25 eV
Bound from graphite at T, air: -4.79 eV
Pressure term kT ln(pCO2/pO2): -0.54 eV
CO bound at T, CO at 0.3 Torr: -2.62 eV
log10 of O2 pressure in Torr, graphite with 760 Torr CO2: -18.5
log10 of carbon overestimate by graphite reference, air: 24.1
CO takeover temperature at 760 Torr, MP2 and scaled MP2: 1123, 913 K
```
